# Relativistic maximum energy transfer in an elastic collision

Q: When I implant boron into silicon, I estimate the hardest knock on a lattice atom by multiplying the ion energy by \(4M_1M_2/(M_1+M_2)^2\). Now I want to inspect the wafer in an electron microscope. May I use the same factor for the electrons?

A: Not safely. That factor comes from Newtonian mechanics, and a 200 keV electron moves at about 70 per cent of the speed of light. Let us find what replaces it.

A free particle of rest mass \(M_1\) and speed \(v=\beta c\) strikes a free particle of rest mass \(M_2\) at rest. The collision is elastic: both rest masses are unchanged and nothing else is emitted. I write \(\gamma=1/\sqrt{1-\beta^2}\). The projectile has momentum \(p=\gamma M_1v\), total energy \(E_1=\gamma M_1c^2\) and kinetic energy \(E=E_1-M_1c^2\). The target leaves with kinetic energy \(T\) and momentum \(q\), at an angle \(\phi\) to the beam. We want the largest possible \(T\).

Q: A lattice atom is not free, and the force between the particles is complicated. How can you start without either?

A: The force decides how often each \(T\) occurs. Conservation of energy and momentum decides which values are possible, and that is all we ask here. Treating the atom as free assumes that the collision is over before its neighbours respond. The binding enters later, as an energy that the recoil must overcome.

Q: Then write the conservation laws. I expect the outgoing projectile to be a nuisance.

A: We eliminate it. Its energy and momentum after the collision are
\[
E_1'=E_1-T,\qquad p'^2=p^2+q^2-2pq\cos\phi .
\]
The second equation is the square of \(\mathbf p'=\mathbf p-\mathbf q\). Since the rest mass is unchanged,
\[
(E_1-T)^2-c^2(p^2+q^2-2pq\cos\phi)=E_1^2-p^2c^2 .
\]
Cancelling \(E_1^2\) and \(p^2c^2\) leaves
\[
-2E_1T+T^2-q^2c^2+2pqc^2\cos\phi=0 .
\]
The target has its own energy–momentum relation,
\[
(M_2c^2+T)^2=M_2^2c^4+q^2c^2
\quad\Rightarrow\quad
q^2c^2=2M_2c^2T+T^2 .
\]
On substitution the terms in \(T^2\) cancel. Division by \(2c^2\) then gives
\[
pq\cos\phi=T\left(\frac{E_1}{c^2}+M_2\right).
\]
The right side is not negative, so the target cannot recoil into the backward hemisphere.

Q: You still have both \(q\) and \(T\).

A: Square the last equation and insert \(q^2=2M_2T+T^2/c^2\):
\[
p^2\cos^2\phi\left(2M_2T+\frac{T^2}{c^2}\right)
=T^2\left(\frac{E_1}{c^2}+M_2\right)^2 .
\]
One root is \(T=0\), which means that no collision took place. For the other, divide by \(T\) and collect the terms in \(T\):
\[
T(\phi)=\frac{2M_2p^2\cos^2\phi}
{\left(E_1/c^2+M_2\right)^2-p^2\cos^2\phi/c^2}.
\]
The denominator is positive because \(E_1/c>p\).

Q: You squared twice: once for the angle, and once when you used the projectile's rest mass. Squaring can add false solutions.

A: It can, so both need checking. For the angle, we keep \(\cos\phi\ge0\). Both sides of the unsquared equation are then non-negative, and equality of their squares implies equality of the sides.

For the projectile, the rest-mass condition fixes \(E_1'^2\) but not the sign of \(E_1'\). At \(\phi=90^\circ\) we have \(T=0\) and \(E_1'=E_1>0\). As \(\phi\) decreases, \(T(\phi)\) and hence \(E_1'\) vary continuously. But \(E_1'^2=M_1^2c^4+p'^2c^2\), so \(|E_1'|\) never falls below \(M_1c^2\). A continuous quantity cannot cross that gap to become negative. Every angle from \(0\) up to, but not including, \(90^\circ\) therefore belongs to a genuine collision.

Q: The largest transfer is presumably at \(\phi=0\), but \(\cos^2\phi\) appears both above and below the line.

A: The two appearances work together. As \(\cos^2\phi\) grows, the numerator rises and the positive denominator falls. So \(T\) grows until \(\cos^2\phi=1\), the head-on collision. There the denominator is
\[
D=\left(\frac{E_1}{c^2}+M_2\right)^2-\frac{p^2}{c^2}
=\left(\frac{E_1^2}{c^4}-\frac{p^2}{c^2}\right)+\frac{2M_2E_1}{c^2}+M_2^2 .
\]
The bracket is \(M_1^2\), and \(E_1/c^2=\gamma M_1\). Hence
\[
D=M_1^2+2\gamma M_1M_2+M_2^2 .
\]
The numerator is \(2M_2p^2=2M_2\gamma^2M_1^2\beta^2c^2\). Dividing both by \(M_1^2\) gives
\[
T_{\max}=\frac{2M_2c^2\beta^2\gamma^2}
{1+2\gamma M_2/M_1+(M_2/M_1)^2}.
\]

Q: Does the projectile bounce straight back in this collision?

A: That depends on the masses. At \(\phi=0\) the relation between \(q\) and \(T\) gives
\[
q=\frac{T_{\max}}{p}\left(\frac{E_1}{c^2}+M_2\right)
=\frac{2M_2p(\gamma M_1+M_2)}{D}.
\]
The projectile's remaining momentum along the beam is therefore
\[
p-q=p\,\frac{D-2\gamma M_1M_2-2M_2^2}{D}
=p\,\frac{M_1^2-M_2^2}{D}.
\]
A lighter projectile bounces back, a heavier one continues forward, and one of equal mass stops. Speed changes the amount of momentum left but not its sign.

Q: I would like a check that does not pass through your squared equations.

A: The head-on energy balance can be solved numerically for \(q\), using the two conservation laws as they stand. This was done for \(M_2/M_1\) from 0.01 to 100 and for \(\gamma=1.1\), 2 and 10. The recoil energies agreed with the formula to within a relative difference of \(10^{-8}\).

Q: My old factor is nowhere to be seen. Where has it gone?

A: It appears when we use the kinetic energy \(E\) instead of the speed. Define
\[
\kappa=\frac{4M_1M_2}{(M_1+M_2)^2},\qquad
x=\frac{E}{2M_1c^2}=\frac{\gamma-1}{2}.
\]
From \(E_1=E+M_1c^2\),
\[
p^2c^2=E_1^2-M_1^2c^4=E(E+2M_1c^2)=2M_1c^2E(1+x).
\]
Since \(\gamma M_1=M_1+E/c^2\), the denominator becomes
\[
D=(M_1+M_2)^2+\frac{2M_2E}{c^2}=(M_1+M_2)^2(1+\kappa x).
\]
The last step uses \(\kappa x=2M_2E/[(M_1+M_2)^2c^2]\). Therefore
\[
T_{\max}=\frac{2M_2p^2}{D}=\kappa E\,\frac{1+x}{1+\kappa x}.
\]
No approximation has been made. For equal masses \(\kappa=1\), and the whole kinetic energy can be transferred at any speed.

Q: Setting \(x=0\) gives \(\kappa E\). But if \(M_2/M_1\) is enormous, might the limit need an extraordinarily small velocity?

A: No. Because \((M_1+M_2)^2-4M_1M_2=(M_1-M_2)^2\ge0\), we have \(0<\kappa\le1\). It follows that
\[
1\le\frac{T_{\max}}{\kappa E}=\frac{1+x}{1+\kappa x}<1+x .
\]
The relative excess over \(\kappa E\) is less than \(x\) for every mass ratio. As \(\beta\to0\), \(x\to0\) and \(E\to M_1v^2/2\), so
\[
T_{\max}\to\frac{4M_1M_2}{(M_1+M_2)^2}\,\frac{M_1v^2}{2}
=\frac{2M_2v^2}{(1+M_2/M_1)^2}.
\]
The last form also follows from the first formula for \(T_{\max}\), by setting \(\gamma=1\) and \(\beta c=v\).

Q: Is that what Newton's mechanics gives by itself?

A: Let the final velocities along the beam be \(a\) for the projectile and \(b\) for the target. Then
\[
M_1v=M_1a+M_2b,\qquad M_1v^2=M_1a^2+M_2b^2 .
\]
Put \(a=v-M_2b/M_1\) into the energy equation:
\[
0=-2M_2vb+\frac{M_2^2b^2}{M_1}+M_2b^2 .
\]
Besides \(b=0\), this has the root \(b=2M_1v/(M_1+M_2)\). The target energy is
\[
\frac{M_2b^2}{2}=\frac{2M_1^2M_2v^2}{(M_1+M_2)^2}=\kappa\,\frac{M_1v^2}{2},
\]
in agreement with the limit.

Q: How large is the first relativistic correction?

A: You must say what is held fixed. At fixed kinetic energy, expansion in \(x\) gives
\[
\frac{T_{\max}}{\kappa E}=1+(1-\kappa)x+O(x^2).
\]
At fixed velocity, the Newtonian comparison is \(\kappa M_1v^2/2\). The true kinetic energy also differs from \(M_1v^2/2\):
\[
E=\frac{M_1v^2}{2}\left(1+\frac34\beta^2+\cdots\right),\qquad
x=\frac{\beta^2}{4}+\cdots .
\]
Multiplying the two corrections gives
\[
\frac{T_{\max}}{\kappa M_1v^2/2}
=1+\frac34\beta^2+\frac{1-\kappa}{4}\beta^2+\cdots
=1+\left(1-\frac{\kappa}{4}\right)\beta^2+\cdots .
\]
An accelerator sets the energy, so the first comparison is the practical one.

Q: And at the other extreme, does a light projectile ever hand over nearly everything?

A: In this model it does. The energy it keeps in a head-on collision is
\[
E-T_{\max}=E\,\frac{1+\kappa x-\kappa-\kappa x}{1+\kappa x}
=\frac{(1-\kappa)E}{1+\kappa x}.
\]
For \(\kappa x\gg1\) this approaches
\[
\frac{1-\kappa}{\kappa}\,2M_1c^2=\frac{(M_1-M_2)^2c^2}{2M_2}.
\]
The retained energy levels off while \(E\) grows, so the transferred fraction tends to one. For an electron on silicon the plateau is close to \(M_2c^2/2\), or 13 GeV. The beam energy must be far above that, and the target nucleus must still remain intact. The limit shows how the formula behaves; it does not describe a microscope.

Q: Then let us have real numbers, beginning with my boron ion.

A: Take an 11 u ion of 100 keV and a 28 u silicon atom. Then
\[
\kappa=\frac{4(11)(28)}{39^2}=0.8100,\qquad
x=\frac{100\ \text{keV}}{2(10.2464\ \text{GeV})}=4.88\times10^{-6}.
\]
The maximum transfer is 81.0 keV. Relativity adds \(\kappa E(1-\kappa)x=0.075\) eV at fixed ion energy. Your old factor is safe here.

Q: And the electron?

A: At 200 keV, \(\gamma=1.3914\), so \(\beta^2\gamma^2=\gamma^2-1=0.9360\). With \(M_2/M_1=51040.9\) and \(M_2c^2=26.0818\) GeV,
\[
T_{\max}=\frac{2(26.0818\times10^9\ \text{eV})(0.9360)}
{1+2(1.3914)(51040.9)+(51040.9)^2}=18.74\ \text{eV}.
\]
The Newtonian factor gives \(\kappa E=15.67\) eV at the same kinetic energy. The ratio is 1.196, which is \(1+x\) to the digits shown, because \(\kappa x\) is only about \(10^{-5}\). At 100 keV the ratio is 1.098, and at 300 keV it is 1.294.

Q: What if I had used \(M_1v^2/2\) with the true velocity?

A: You would have done worse. For \(M_2\gg\gamma M_1\) both denominators reduce to \((M_2/M_1)^2\), so the ratio of the true maximum to that estimate is close to \(\gamma^2\). At 200 keV this is 1.94, and the estimate would be about 9.7 eV.

Q: What I need in practice is the reverse: which beam energy can just displace an atom?

A: Let \(T\) now be the required recoil energy. Multiplying \(T=2M_2p^2/D\) by \(Dc^2\) gives
\[
T\left[(M_1+M_2)^2c^2+2M_2E\right]=2M_2E(E+2M_1c^2).
\]
Division by \(2M_2\) leaves a quadratic equation:
\[
E^2+(2M_1c^2-T)E-\frac{T(M_1+M_2)^2c^2}{2M_2}=0 .
\]
The product of its roots is negative, so one root is positive:
\[
E=-\left(M_1c^2-\frac T2\right)+\sqrt{R},\qquad
R=\left(M_1c^2-\frac T2\right)^2+\frac{T(M_1+M_2)^2c^2}{2M_2}.
\]
When \(R\) is expanded, the terms \(\mp M_1c^2T\) cancel, and the rest factorizes:
\[
R=M_1^2c^4+\frac{T^2}{4}+\frac{M_1^2c^2T}{2M_2}+\frac{M_2c^2T}{2}
=\left(1+\frac{T}{2M_2c^2}\right)\left(M_1^2c^4+\frac{M_2c^2T}{2}\right).
\]
For \(T=20\) eV the first factor is one to any useful accuracy. With \(M_1c^2=511.00\) keV,
\[
E\simeq\sqrt{(2.6112+2.6082)\times10^5}\ \text{keV}-511.00\ \text{keV}
\simeq 211.5\ \text{keV}.
\]
The Newtonian threshold \(T/\kappa\) is 255.2 keV. A beam between these energies would wrongly be judged unable to deliver 20 eV.

Q: Why 20 eV? Is that silicon's displacement energy?

A: It is an assumed value. For the easiest recoil directions in silicon, estimates lie roughly between 10 and 20 eV. Other directions can need more, and the value also depends on what is counted as a stable displacement. For 12 eV the threshold is 135 keV, and for 15 eV it is 165 keV. This spread moves the answer by more than the relativistic correction does, so a 200 keV beam cannot be called harmless on the strength of the 20 eV figure.

Q: The atom is not at rest either. Surely thermal motion is negligible, at hundredths of an electronvolt?

A: Its energy is small, but velocities add, and that produces a cross term. Let the target initially move along the beam with velocity \(u\) and energy \(E_u=M_2u^2/2\). In Newtonian mechanics, work in the frame moving with the target and then add \(u\):
\[
b=\frac{2M_1(v-u)}{M_1+M_2}+u
=\frac{2M_1v}{M_1+M_2}+\rho u,\qquad
\rho=\frac{M_2-M_1}{M_2+M_1}.
\]
Multiplying by \(\sqrt{M_2/2}\) and squaring gives the final energy
\[
T_f=\left(\sqrt{T_{\max}}+\rho\sqrt{E_u}\right)^2 .
\]
For the fast electron we use the relativistic \(T_{\max}\). The recoil itself is slow, and \(u/c\) is about \(10^{-6}\), so the change of frame barely alters the blow. A relativistic calculation with a moving target gave the same rise \(T_f-T_{\max}\) to within 0.2 per cent, for both the electron and the boron ion.

A Debye model at 300 K, with a rough Debye temperature of 640 K, gives a mean \(E_u\) of 0.0157 eV along the beam, zero-point motion included. At 200 keV,
\[
T_f=(\sqrt{18.74}+\sqrt{0.0157})^2\ \text{eV}=19.84\ \text{eV},
\]
a rise of 1.10 eV. An atom moving towards the beam loses a similar amount, so the main effect is a spread.

Q: Can that spread carry a 200 keV recoil over 20 eV?

A: For some atoms, yes. The required forward velocity, in units of its root-mean-square value, is
\[
\frac{\sqrt{20}-\sqrt{18.74}}{\sqrt{0.0157}}=1.14 .
\]
In a harmonic crystal the velocity distribution is Gaussian, and 13 per cent of the atoms exceed this value. This counts only motion along the beam. With transverse motion and the true mass of silicon-28 included, the fraction lies between 13 and 14 per cent for Debye temperatures from 550 to 700 K. That is the fraction for head-on hits, not a displacement rate. The sharp threshold belongs to a target at rest.

Q: Real collisions also excite electrons and emit light. Could such a process push the recoil above your maximum?

A: Not if the target starts at rest and keeps its rest mass, and the projectile arrives with no internal energy to release. An ion that arrives excited could exceed the maximum slightly by turning that energy into motion; we exclude this case. Let everything else that leaves the collision have combined invariant mass \(M_1'\ge M_1\). The earlier elimination then gives
\[
pq\cos\phi=T\left(\frac{E_1}{c^2}+M_2\right)+\frac{(M_1'^2-M_1^2)c^2}{2}.
\]
The extra term is not negative, so \(pq\ge T(E_1/c^2+M_2)\). Squaring this and solving as before gives \(T\le T_{\max}\).

Q: By how much does excitation lower the limit for boron?

A: Suppose the ion absorbs an internal energy \(W\). At low speed, the energy of relative motion is \(E_r=EM_2/(M_1+M_2)\), and the relative speed falls by a factor \(\sqrt{1-W/E_r}\). The head-on recoil energy becomes
\[
\frac{\kappa E}{4}\left(1+\sqrt{1-\frac{W}{E_r}}\right)^2
\simeq\kappa E\left(1-\frac{W}{2E_r}\right),\qquad W\ll E_r .
\]
The drop is
\[
\frac{\kappa EW}{2E_r}=\frac{2M_1W}{M_1+M_2}.
\]
An assumed \(W=100\) eV costs \(2(11)(100)/39=56.4\) eV. Thermal motion can add 31 eV for an atom with the mean \(E_u\) moving along the beam. Both far exceed the relativistic 0.075 eV, yet both are below 0.1 per cent of 81 keV. The value of \(W\) is only an illustration, not an estimate of the loss in a head-on collision; while \(W\ll E_r\), the drop grows in proportion to it and passes 0.1 per cent near \(W=140\) eV. A head-on collision at this energy brings the nuclei to about 1.4 pm, inside the innermost electron shells of both atoms, so larger values are possible, and the target may be the one excited. At low speed the drop is the same whichever atom absorbs \(W\). An excitation of 1.84 keV, the silicon K-shell energy, would cost about 1.0 keV.

Q: So how far should I trust these figures in the laboratory?

A: An implant energy of 100 keV and microscope energies of 200 and 300 keV are ordinary working values. The masses were rounded to mass numbers. True atomic masses shift the maximum transfers by less than 0.1 per cent (18.74 eV becomes 18.76 eV, and the 20 eV threshold falls from 211.5 to 211.3 keV), and the small boron corrections by about 0.12 per cent. Natural silicon also contains heavier isotopes: for mass number 30, the 200 keV maximum falls from 18.74 to 17.49 eV. In a real crystal the assumption of a target at rest fails by about 1 eV at 200 keV, and the uncertain displacement energy shifts the threshold by tens of keV. The formula tells you the most that one blow can deliver to an atom at rest. The thresholds above are for silicon atoms in the bulk lattice. A boron-11 atom in the wafer can receive 47.7 eV from a 200 keV electron, and a surface silicon atom held by an assumed 4.6 eV has a threshold of only about 56 keV. The damage rate also needs the collision probability and the fate of the displaced atom. The remaining values are in the numerical output below.

## Computed results

```
INPUTS
electron rest energy = 510.999 keV
boron-11 rest energy = 10.2464 GeV
silicon-28 rest energy = 26.0818 GeV
BORON ION ON SILICON
ion energy = 100 keV
beta = 0.004418
kappa = 0.80999
x = 4.880e-06
maximum transfer = 80.999 keV
relativistic minus Newtonian = 0.0751 eV
assumed electronic excitation = 100 eV
drop of maximum by excitation = 56.4 eV
ELECTRON ON SILICON
kappa = 7.83655e-05
mass ratio M2/M1 = 51040.9
100 keV: beta = 0.5482, gamma = 1.1957, x = 0.0978
100 keV: maximum transfer = 8.60 eV, Newtonian = 7.84 eV, ratio = 1.0978
200 keV: beta = 0.6953, gamma = 1.3914, x = 0.1957
200 keV: maximum transfer = 18.74 eV, Newtonian = 15.67 eV, ratio = 1.1957
300 keV: beta = 0.7765, gamma = 1.5871, x = 0.2935
300 keV: maximum transfer = 30.41 eV, Newtonian = 23.51 eV, ratio = 1.2935
THRESHOLD ELECTRON ENERGY
displacement energy 12 eV: relativistic = 135.2 keV, Newtonian = 153.1 keV
displacement energy 15 eV: relativistic = 164.8 keV, Newtonian = 191.4 keV
displacement energy 20 eV: relativistic = 211.5 keV, Newtonian = 255.2 keV
NEGLECTED TARGET MOTION AND ISOTOPES
temperature = 300 K, Debye temperature = 640 K
quantum/classical kinetic energy = 1.2162
mean target energy along beam = 0.01572 eV
rise of final energy, 200 keV electron = 1.10 eV
rise of final energy, 100 keV boron = 31.1 eV
velocity needed to reach 20 eV at 200 keV = 1.14 rms velocities
fraction of atoms moving fast enough = 0.127
200 keV electron on silicon-30: maximum = 17.49 eV
```
